\section*{Siegert's Theorem and the Leading Retardation Correction to Electric Multipole Transitions, part 2}

For states $|i\rangle$ and $|f\rangle$ of a localized system, $\rho$ and $\mathbf J$ are the transition charge and current densities and $\omega=(E_f-E_i)/\hbar$. For $L\ge1$ the electric multipole amplitude is
\begin{equation}
T_{LM}(k)=\frac1k\int\left[\nabla\times\bigl(j_L(kr)\,\mathbf Y_{LL}^{M}\bigr)\right]\cdot\mathbf J\,d^3r,
\qquad
\mathbf Y_{LL}^{M}=\frac{\mathbf L Y_{LM}}{\sqrt{L(L+1)}},
\label{eq:def}
\end{equation}
with $\mathbf L=-i\,\mathbf r\times\nabla$ and $j_L$ the spherical Bessel function. Write $f=j_L(kr)Y_{LM}$, $g=r^LY_{LM}$ and
\[
Q=\int\rho\,g\,d^3r,\qquad Q'=\int\rho\,r^2g\,d^3r,\qquad R=\int g\,\mathbf r\cdot\mathbf J\,d^3r .
\]
Here $k$ and $\omega$ are independent; on the photon shell $k=|\omega|/c$.

The theorem assumes:
\begin{enumerate}
\item the Hamiltonian conserves charge;
\item the states are exact eigenstates, with $\omega\neq0$;
\item surface terms at infinity vanish, and $\int|\rho|\,r^{L+4}d^3r$ and $\int|\mathbf J|\,r^{L+3}d^3r$ are finite;
\item $Q\neq0$.
\end{enumerate}
It states that, as $k\to0$,
\begin{equation}
T_{LM}(k)=T_{\mathrm S}\left[1+k^2(C_\rho+C_J)+O(k^4)\right],
\qquad
T_{\mathrm S}=-\frac{\omega}{k}\sqrt{\frac{L+1}{L}}\,\frac{k^L}{(2L+1)!!}\,Q,
\label{eq:theorem}
\end{equation}
\begin{equation}
C_\rho=-\frac{L+3}{2(L+1)(2L+3)}\,\frac{\int\rho\,r^2g\,d^3r}{Q},
\qquad
C_J=\frac{\int g\,\mathbf r\cdot\mathbf J\,d^3r}{i\omega(L+1)\,Q}.
\label{eq:C}
\end{equation}
The leading term $T_{\mathrm S}$ (Siegert's theorem) is proved; the correction is not yet.

Continuity, $\nabla\cdot\mathbf J=-i\omega\rho$, gives for a scalar function $\chi$ with vanishing surface term
\begin{equation}
\int\mathbf J\cdot\nabla\chi\,d^3r=-\int\chi\,\nabla\cdot\mathbf J\,d^3r=i\omega\int\chi\,\rho\,d^3r ,
\label{eq:parts}
\end{equation}
and the exact form, for every $k>0$,
\begin{equation}
T_{LM}=\frac{i}{k\sqrt{L(L+1)}}\left\{i\omega\int\rho\;\partial_r\!\left[r j_L(kr)\right]Y_{LM}\,d^3r+k^2\int j_L(kr)\,Y_{LM}\;\mathbf r\cdot\mathbf J\,d^3r\right\}.
\label{eq:exact}
\end{equation}

The series $j_L(x)=\sum_na_nx^{L+2n}$ has
\begin{equation}
a_n=-\frac{a_{n-1}}{2n(2L+2n+1)},\qquad a_0=\frac1{(2L+1)!!},
\label{eq:an}
\end{equation}
\begin{align}
j_L(kr)&=\frac{(kr)^L}{(2L+1)!!}\left[1-\frac{(kr)^2}{2(2L+3)}+\dots\right],\label{eq:ser1}\\
\partial_r\left[rj_L(kr)\right]&=\frac{(kr)^L}{(2L+1)!!}\left[(L+1)-\frac{(L+3)(kr)^2}{2(2L+3)}+\dots\right].\label{eq:ser2}
\end{align}

For one particle of charge $q$ and mass $m$, $\rho=q\,\psi_f^*\psi_i$ and
\begin{equation}
\mathbf J=\frac{q\hbar}{2mi}\left(\psi_f^*\nabla\psi_i-\psi_i\nabla\psi_f^*\right).
\label{eq:J1}
\end{equation}

The final listing also contains earlier dipole checks, in oscillator units, of the ratio $\langle p\rangle/(i\omega\langle x\rangle)$ or its $z$ analogue. Its "exponent factor" is $\alpha$ in the trial final state $z\,e^{-\alpha r^2/2}$; $|0\rangle$ and $|2\rangle$ are one-dimensional oscillator states.

\subsection{Proof of the correction}

Insert \eqref{eq:ser2} to second order into the charge term of \eqref{eq:exact}, and \eqref{eq:ser1} to leading order into the current term, which already carries $k^2$:
\begin{equation}
T_{LM}=\frac{i\,k^{L-1}}{\sqrt{L(L+1)}\,(2L+1)!!}\left\{i\omega\left[(L+1)Q-\frac{(L+3)k^2}{2(2L+3)}Q'\right]+k^2R+O(k^4)\right\}.
\label{eq:unnorm}
\end{equation}
Taking the factor $i\omega(L+1)Q$ out of the braces leaves
\begin{equation}
1-\frac{(L+3)k^2}{2(L+1)(2L+3)}\,\frac{Q'}{Q}+\frac{k^2R}{i\omega(L+1)Q}+O(k^4)=1+k^2(C_\rho+C_J)+O(k^4),
\end{equation}
and the factor in front becomes $T_{\mathrm S}$.

The size of the remainder follows from a bound valid at all distances. The difference between $\partial_r(rj_L)$ and its two leading terms is of order $(kr)^{L+4}$ for small $kr$. For large $kr$ the function itself is bounded, and the subtracted terms grow no faster than $(kr)^{L+2}$. One constant $A$ therefore bounds the difference by $A(kr)^{L+4}$ everywhere, and its integral with $\rho$ by $Ak^{L+4}\int|\rho|r^{L+4}d^3r$ times the maximum of $|Y_{LM}|$. In the same way the error of $j_L$ after one term is bounded by a constant times $(kr)^{L+2}$. With the factor $k^2\,\mathbf r\cdot\mathbf J$ it contributes at most a constant times $k^{L+4}\int|\mathbf J|r^{L+3}d^3r$. Both moments are finite by assumption 3. This completes the proof of the theorem. $\square$

\paragraph{Remark (why both parts have the same order).} Let $a$ be the size of the source. The charge part is of order $k^2a^2$ because $Q'/Q\sim a^2$. For the current part, suppose that the charge moves with a typical speed $v$, so that $R\sim avQ$. Then $k^2C_J\sim k^2a^2\,(v/\omega a)$. For orbital motion with $v\sim\omega a$ this is again $k^2a^2$. For two nearly degenerate states $\omega a$ can be much smaller than $v$, and the current part can then exceed $(ka)^2$. On the photon shell the estimate reads $\omega av/c^2$, which still tends to zero with $\omega$.

\paragraph{Remark (vanishing leading terms).} Equation \eqref{eq:unnorm} does not require $Q\neq0$. If $Q$ vanishes or is small through cancellation in the radial integral, the terms with $k^2$ may dominate, and a relative correction is no longer a useful measure. If $\omega=0$, the charge terms are absent and
\begin{equation}
T_{LM}\simeq\frac{i\,k^{L+1}}{\sqrt{L(L+1)}\,(2L+1)!!}\,R .
\end{equation}
The current is then divergence-free, and the charge density does not determine this amplitude. For example, exchanging two real degenerate states leaves $\rho$ unchanged but reverses the sign of $\mathbf J$, and with it the sign of $R$.

\subsection{The correction is not fixed by the charge density}

Add to $\mathbf J$ a divergence-free current $\nabla\times\mathbf M$ with localized $\mathbf M$, as the magnetization due to spin provides. The continuity equation, $\rho$ and $Q$ are unchanged, and so is $T_{\mathrm S}$.

\paragraph{Proposition 2.} The current $\nabla\times\mathbf M$ contributes
\begin{equation}
T^{(M)}_{LM}=k\int j_L(kr)\,\mathbf Y^M_{LL}\cdot\mathbf M\,d^3r .
\label{eq:mag}
\end{equation}

\paragraph{Proof.} Put $\mathbf a=j_L\mathbf Y_{LL}^M$. From $\nabla\cdot[\mathbf M\times(\nabla\times\mathbf a)]=(\nabla\times\mathbf a)\cdot(\nabla\times\mathbf M)-\mathbf M\cdot\nabla\times(\nabla\times\mathbf a)$ and a vanishing surface term,
\begin{equation}
\frac1k\int(\nabla\times\mathbf a)\cdot(\nabla\times\mathbf M)\,d^3r=\frac1k\int\left[\nabla\times(\nabla\times\mathbf a)\right]\cdot\mathbf M\,d^3r .
\end{equation}
The field $\mathbf a$ is proportional to $\mathbf r\times\nabla f=-\nabla\times(\mathbf rf)$, so $\nabla\cdot\mathbf a=0$. The operator $\mathbf L$ generates rotations and commutes with $\nabla^2$, so $\nabla^2\mathbf a=-k^2\mathbf a$. Therefore $\nabla\times(\nabla\times\mathbf a)=\nabla(\nabla\cdot\mathbf a)-\nabla^2\mathbf a=k^2\mathbf a$. $\square$

Since $j_L\propto k^L$ at small $k$, \eqref{eq:mag} is of order $k^{L+1}$, while $T_{\mathrm S}$ is of order $k^{L-1}$ at fixed $\omega$. The relative order is $k^2$, the order of the retardation correction. An example shows that the contribution need not vanish. Take $L=1$, $M=0$ and $\mathbf M=e^{-r^2}(-y,x,0)$ in units of the source size. Here $\mathbf Y^0_{11}=-i\sqrt{3/8\pi}\,(y,-x,0)/r$, so
\begin{equation}
\mathbf Y_{11}^0\cdot\mathbf M=i\sqrt{\frac3{8\pi}}\;\frac{x^2+y^2}{r}\,e^{-r^2},
\end{equation}
which has one sign everywhere. The same $\rho$ thus belongs to different amplitudes at relative order $k^2$, and no functional of $\rho$ alone can give the correction.

Between $k=0.1$ and $k=0.2$ the computed amplitude of this current grows with the power $1.989$ of $k$. The small deficit from $2$ comes from the next term of $j_1$, the factor $1-k^2r^2/10$. With the radial weight $r^4e^{-r^2}$ the mean of $r^2$ is $5/2$, so the amplitude is proportional to $k^2(1-k^2/4)$. This lowers the power by $0.011$.

For a spin magnetization, $\mathbf M$ is of order $\hbar\rho/m$. The ratio of \eqref{eq:mag} to $T_{\mathrm S}$ is then of order $k^2\hbar/(m\omega)$, or $\hbar\omega/mc^2$ on the photon shell. When $\omega\sim\hbar/(ma^2)$, this equals $(ka)^2$ in order of magnitude, so the spin current belongs in $C_J$ if the transition allows it.

\subsection{A second division into charge and current}

The radial current in $R$ contains a piece that continuity can still convert. The function $g$ is homogeneous of degree $L$, so $\mathbf r\cdot\nabla g=Lg$, and
\begin{align}
\nabla(r^2g)&=2\,\mathbf rg+r^2\nabla g,\\
\mathbf r\times(\mathbf r\times\nabla g)&=\mathbf r\,(\mathbf r\cdot\nabla g)-r^2\nabla g=L\,\mathbf rg-r^2\nabla g .
\end{align}
The sum of the two lines is $(L+2)\,\mathbf rg$. Take the scalar product with $\mathbf J$ and integrate. The gradient gives $i\omega Q'$, as in \eqref{eq:parts}. In the other term $\mathbf J\cdot(\mathbf r\times\mathbf w)=-(\mathbf r\times\mathbf J)\cdot\mathbf w$ with $\mathbf w=\mathbf r\times\nabla g$. Hence
\begin{equation}
R=\frac1{L+2}\left[i\omega Q'-\int(\mathbf r\times\mathbf J)\cdot(\mathbf r\times\nabla g)\,d^3r\right].
\end{equation}
Through $C_J$ the first term adds $1/[(L+1)(L+2)]$ to the coefficient of $Q'/Q$:
\begin{align}
-\frac{L+3}{2(L+1)(2L+3)}+\frac1{(L+1)(L+2)}
&=\frac{-(L+3)(L+2)+2(2L+3)}{2(L+1)(L+2)(2L+3)}\nonumber\\
&=\frac{-L^2-L}{2(L+1)(L+2)(2L+3)}=-\frac{L}{2(L+2)(2L+3)} .
\end{align}
The same correction is therefore $C_\rho+C_J=D_\rho+D_J$ with
\begin{equation}
D_\rho=-\frac{L}{2(L+2)(2L+3)}\,\frac{Q'}{Q},
\qquad
D_J=-\frac{\int(\mathbf r\times\mathbf J)\cdot(\mathbf r\times\nabla g)\,d^3r}{i\omega(L+1)(L+2)\,Q}.
\label{eq:D}
\end{equation}
In this form the current enters through $\mathbf r\times\mathbf J$, the density of circulation about the origin. The share attributed to the charge depends on the division chosen, while the sum does not.

\subsection{Example: an electron in a harmonic well}

Let a particle of charge $q$ and mass $m$ move in an isotropic well of frequency $\omega_0$, with $b=\sqrt{\hbar/(m\omega_0)}$ and ground state $\psi_0\propto e^{-r^2/2b^2}$. Consider the final state $\psi_L=Ng\psi_0$ with $M=0$, real $g$ and a normalization constant $N$. Because $\nabla^2g=0$ and $\nabla\psi_0=-\mathbf r\psi_0/b^2$,
\begin{equation}
\nabla^2(g\psi_0)=g\nabla^2\psi_0+2\nabla g\cdot\nabla\psi_0=g\nabla^2\psi_0-\frac{2L}{b^2}\,g\psi_0 .
\end{equation}
Multiplication by $-\hbar^2/2m$ shows that $\psi_L$ is an eigenstate whose energy lies $L\hbar^2/(mb^2)=L\hbar\omega_0$ above the ground state. So $\omega=L\omega_0$. In \eqref{eq:J1} the terms with $\nabla\psi_0$ cancel, and
\begin{equation}
\rho=qN\,g\,\psi_0^2,\qquad \mathbf J=\frac{iq\hbar N}{2m}\,\psi_0^2\,\nabla g,\qquad \mathbf r\cdot\mathbf J=\frac{iq\hbar NL}{2m}\,g\,\psi_0^2 .
\end{equation}

\paragraph{Proposition 3.} For these transitions $T_{L0}/T_{\mathrm S}=e^{-k^2b^2/4}$ for every $k>0$.

\paragraph{Proof.} Define $I(k)=\int j_L(kr)Y_{L0}\,g\,\psi_0^2\,d^3r$. Since $r\partial_rj_L(kr)=k\partial_kj_L(kr)$, the charge integral in \eqref{eq:exact} is $qN(1+k\,d/dk)I$. With $\hbar L/2m=L\omega_0b^2/2=\omega b^2/2$ the current term has the same factor $i\omega qN$, and
\begin{equation}
T_{L0}=-\frac{\omega qN}{k\sqrt{L(L+1)}}\left[1+k\frac{d}{dk}+\frac{k^2b^2}2\right]I(k).
\label{eq:TI}
\end{equation}
The series of $j_L$ gives $I\propto\sum_na_nk^{L+2n}\mu_n$ with $\mu_n=\int_0^\infty r^{2L+2n+2}e^{-r^2/b^2}dr$. One integration by parts yields $\mu_n=\tfrac12b^2(2L+2n+1)\mu_{n-1}$. Together with \eqref{eq:an},
\begin{equation}
\frac{a_n\mu_n}{a_{n-1}\mu_{n-1}}=-\frac{b^2}{4n},
\qquad\text{so}\qquad
I(k)\propto k^L\sum_n\frac1{n!}\left(-\frac{k^2b^2}4\right)^n=k^Le^{-k^2b^2/4}.
\end{equation}
The interchange of sum and integral is allowed, because the sum of absolute values converges to the same expression with a positive exponent. Now $k\,dI/dk=(L-k^2b^2/2)I$. The bracket in \eqref{eq:TI} reduces to $L+1$, and $T_{L0}\propto k^{L-1}e^{-k^2b^2/4}$. Its limit at small $k$ is $T_{\mathrm S}$. $\square$

The correction is thus $-(kb)^2/4$ for each $L$. Its parts follow from $Q'/Q=\mu_1/\mu_0=(2L+3)b^2/2$ and $R/Q=i\hbar L/2m=i\omega b^2/2$:
\begin{equation}
C_\rho=-\frac{(L+3)b^2}{4(L+1)},\quad C_J=\frac{b^2}{2(L+1)},\quad D_\rho=-\frac{Lb^2}{4(L+2)},\quad D_J=-\frac{b^2}{2(L+2)} .
\end{equation}

For an electron with $\hbar\omega_0=100$ eV, $b=27.604$ pm. The dipole transition has $k=5.0677\times10^{-4}\ \mathrm{pm}^{-1}$, so $kb=0.013989$ and $(kb)^2=1.957\times10^{-4}$. With $Q=0.345494\,qb$,
\begin{equation}
T_{\mathrm S}=-\frac{\sqrt2}{3}\,\omega_0Q=-0.162868\,qb\omega_0 ,
\end{equation}
while the defining integral gives $-0.162860\,qb\omega_0$. The results for both transitions are:
\begin{center}
\begin{tabular}{lcc}
 & $L=1$ & $L=2$\\
photon energy (eV) & $100$ & $200$\\
$kb$ & $0.01399$ & $0.02798$\\
$k^2C_\rho$ & $-9.78\times10^{-5}$ & $-3.26\times10^{-4}$\\
$k^2C_J$ & $+4.89\times10^{-5}$ & $+1.30\times10^{-4}$\\
$T/T_{\mathrm S}-1$ & $-4.89\times10^{-5}$ & $-1.96\times10^{-4}$\\
change of $|T|^2$ & $-9.78\times10^{-5}$ & $-3.91\times10^{-4}$
\end{tabular}
\end{center}
The last line is relative to $|T_{\mathrm S}|^2$. For the dipole, the charge part $C_\rho$ taken alone is twice the true correction, and the current part cancels half of it. In the other division the charge part is $D_\rho=-0.083\,b^2$, one third of the total, and $D_J=-0.167\,b^2$ supplies the rest.

These small numbers belong to the nonrelativistic model. Here $(kb)^2=L^2\hbar\omega_0/(mc^2)$, and relativistic changes of the kinetic energy are of relative order $p^2/(mc)^2\sim\hbar\omega_0/(mc^2)$. They are of the same order as the retardation correction, and for the dipole they are larger. The term $-p^4/(8m^3c^2)$ alone shifts the dipole transition frequency by the relative amount $-\tfrac58\,\hbar\omega_0/(mc^2)$, against $-\tfrac14\,\hbar\omega_0/(mc^2)$ from retardation. A prediction at this accuracy would have to include both.

The general formula \eqref{eq:C} does not rely on spherical symmetry. In a well with frequencies in the ratio $1:1.3:0.8$ along $x,y,z$, the dipole transition from one to two quanta along $z$ has $C_\rho+C_J=-0.302$, in units of $\hbar/(m\omega_x)$. After subtraction of this term, the remainder of the numerically integrated amplitude falls as the power $3.996$ of $k$ between $0.2$ and $0.1$, in agreement with the $O(k^4)$ of the theorem.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Tests, oscillator units; aniso frequencies (1.0, 1.3, 0.8)
iso L=1 M=0: C_rho+C_J = -0.25000, remainder power 3.996
iso L=2 M=0: C_rho+C_J = -0.25000, remainder power 3.996
aniso L=1 M=0: C_rho+C_J = -0.30192, remainder power 3.996
aniso L=2 M=1: C_rho+C_J = -0.26239, remainder power 3.996
Divergence-free current, L=1: amplitude power of k = 1.989
Ratio (current form)/(charge form), long-wave dipole:
  p state, exponent factor 1.0: 1.00000
  p state, exponent factor 1.2: 0.96000
  1D well + 0.1 x^4 (local): 1.00000
  1D well + 0.5 |u><u|, u=(|0>+|2>)/sqrt2: 1.82074
Example: hbar*omega0 = 100.0 eV, b = 27.6043 pm
omega0 = 1.51927e+17 rad/s
L=1: photon energy = 100.0 eV, k = 5.06773e-04 1/pm
  kb = 0.013989, (kb)^2 = 1.95695e-04
  Q = 0.345494 q b^1
  T from definition = -0.16285954 q b omega0
  T Siegert         = -0.16286750 q b omega0
  T/T_Siegert - 1   = -4.8923e-05
  exp(-(kb)^2/4)-1  = -4.8923e-05
  C_rho = -0.50000 b^2, C_J = 0.25000 b^2
  k^2 C_rho = -9.7848e-05, k^2 C_J = 4.8924e-05
  other split: charge -0.08333 b^2, r x J -0.16667 b^2
  relative change of |T|^2 = -9.7843e-05
L=2: photon energy = 200.0 eV, k = 1.01355e-03 1/pm
  kb = 0.027978, (kb)^2 = 7.82780e-04
  Q = 0.546274 q b^2
  T from definition = -0.00249534 q b omega0
  T Siegert         = -0.00249583 q b omega0
  T/T_Siegert - 1   = -1.9568e-04
  exp(-(kb)^2/4)-1  = -1.9568e-04
  C_rho = -0.41667 b^2, C_J = 0.16667 b^2
  k^2 C_rho = -3.2616e-04, k^2 C_J = 1.3046e-04
  other split: charge -0.12500 b^2, r x J -0.12500 b^2
  relative change of |T|^2 = -3.9131e-04
\end{verbatim}
